# Ground-state energy of the symmetric two-electron Hubbard dimer: verification in Python

```python
"""Symmetric two-electron Hubbard dimer.

Result under test: the ground-state energy is E = (U - R)/2 with
R = sqrt(U^2 + 16 t^2), where t > 0 is the hopping energy and U the
on-site interaction.  Its expansions are
  weak:   -2t + U/2 - U^2/(16t) + U^4/(1024t^3) - ...   for |U| < 4t
  strong: -4t^2/U + 16t^4/U^3 - 128t^6/U^5 + ...        for U > 4t.
The reference side uses explicit fermion operators, diagonalization and
recursive perturbation theory.  All model energies are in eV.
"""
from functools import reduce
import numpy as np
from scipy import constants

# Fermion operators; mode order: site 1 up, 1 down, site 2 up, 2 down.
lower = np.array([[0.0, 1.0], [0.0, 0.0]])
parity = np.diag([1.0, -1.0])
identity = np.eye(2)
c = [reduce(np.kron, [parity] * k + [lower] + [identity] * (3 - k))
     for k in range(4)]
cd = [op.T for op in c]
n = [cd[k] @ c[k] for k in range(4)]
for i in range(4):
    for j in range(4):
        assert np.allclose(c[i] @ cd[j] + cd[j] @ c[i],
                           np.eye(16) * (i == j))
        assert np.allclose(c[i] @ c[j] + c[j] @ c[i], 0)

sector = np.flatnonzero(np.isclose(np.diag(sum(n)), 2))
assert len(sector) == 6


def restrict(operator):
    """Matrix of a number-conserving operator in the two-electron sector."""
    return operator[np.ix_(sector, sector)]


hop = restrict(-sum(cd[s] @ c[s + 2] + cd[s + 2] @ c[s] for s in (0, 1)))
double = restrict(n[0] @ n[1] + n[2] @ n[3])
imbalance = restrict(n[0] + n[1] - n[2] - n[3])
s_plus = cd[0] @ c[1] + cd[2] @ c[3]
s_z = (n[0] - n[1] + n[2] - n[3]) / 2
spin_squared = restrict(s_plus.T @ s_plus + s_z @ s_z + s_z)

vacuum = np.eye(16)[0]


def pair(i, j):
    return (cd[i] @ cd[j] @ vacuum)[sector]


A, B = pair(0, 3), pair(1, 2)
D1, D2 = pair(0, 1), pair(2, 3)
covalent = (A - B) / np.sqrt(2)
ionic = (D1 + D2) / np.sqrt(2)
block_basis = np.column_stack([covalent, ionic])


def hamiltonian(t, U):
    return t * hop + U * double


def ground(t, U):
    values, vectors = np.linalg.eigh(hamiltonian(t, U))
    return values[0], vectors[:, 0]


# Noninteracting ground state: doubly filled bonding orbital.
determinant = ground(1.0, 0.0)[1]

# Action on basis states, full spectrum, ground state and its properties.
for t in (0.4, 1.0, 1.7):
    for U in (-9.0, -1.3, 0.0, 0.6, 3.0, 12.0, 40.0):
        H = hamiltonian(t, U)
        R = np.sqrt(U**2 + 16 * t**2)
        assert np.allclose(H @ A, -t * (D1 + D2))
        assert np.allclose(H @ B, t * (D1 + D2))
        for D in (D1, D2):
            assert np.allclose(H @ D, U * D - t * (A - B))
        block = np.array([[0, -2 * t], [-2 * t, U]])
        assert np.allclose(H @ block_basis, block_basis @ block)
        levels = np.linalg.eigvalsh(H)
        formula = np.sort([0, 0, 0, U, (U - R) / 2, (U + R) / 2])
        assert np.allclose(levels, formula, atol=1e-11)
        assert levels[1] - levels[0] > 1e-3
        E, state = ground(t, U)
        assert abs(E - (U - R) / 2) < 1e-11
        assert abs(state @ spin_squared @ state) < 1e-10
        assert abs(state @ imbalance @ state) < 1e-10
        ratio = (ionic @ state) / (covalent @ state)
        assert abs(ratio + E / (2 * t)) < 1e-9
        weight = (ionic @ state)**2
        assert abs(weight - (1 - U / R) / 2) < 1e-10
        assert abs(weight - state @ double @ state) < 1e-10
        h = 1e-4
        slope = (ground(t, U + h)[0] - ground(t, U - h)[0]) / (2 * h)
        assert abs(slope - weight) < 1e-7
        E_det = determinant @ H @ determinant
        assert abs(E_det - (-2 * t + U / 2)) < 1e-11
        assert abs((E - E_det) - (2 * t - R / 2)) < 1e-11
        # Rigorous truncation bounds, with room only for rounding.
        error = E - (-2 * t + U / 2 - U**2 / (16 * t))
        assert -1e-11 <= error <= U**4 / (1024 * t**3) + 1e-11
        if U > 0:
            error = E + 4 * t**2 / U
            assert -1e-11 <= error <= 16 * t**4 / U**3 + 1e-11

# Triplet states have zero energy for any parameters.
for triplet in (pair(0, 2), pair(1, 3), (A + B) / np.sqrt(2)):
    assert np.allclose(spin_squared @ triplet, 2 * triplet)
    assert np.allclose(hamiltonian(0.7, 5.0) @ triplet, 0)

# A site-energy difference always unbalances the noninteracting density.
for delta in (-3.0, -0.2, 0.0, 0.5, 4.0):
    t = 0.8
    biased = t * hop + delta * imbalance / 2
    state = np.linalg.eigh(biased)[1][:, 0]
    expected = -2 * delta / np.sqrt(delta**2 + 4 * t**2)
    assert abs(state @ imbalance @ state - expected) < 1e-10


def perturbation_terms(H0, V, reference, order):
    """Energy terms E_0..E_order of H0 + V, starting from reference.

    States degenerate with the reference are left out of the resolvent;
    this is valid here because symmetry decouples them from it.
    """
    E0 = reference @ H0 @ reference
    resolvent = np.linalg.pinv(E0 * np.eye(6) - H0, rcond=1e-10)
    energies, states = [E0], [reference]
    for k in range(1, order + 1):
        energies.append(reference @ V @ states[k - 1])
        source = V @ states[k - 1]
        for m in range(1, k):
            source = source - energies[m] * states[k - m]
        states.append(resolvent @ source)
    return np.array(energies)


weak_coeff = perturbation_terms(hop, double, determinant, 6)
strong_coeff = perturbation_terms(double, hop, covalent, 6)
assert np.allclose(weak_coeff, [-2, 1/2, -1/16, 0, 1/1024, 0, -1/32768],
                   rtol=1e-9, atol=1e-12)
assert np.allclose(strong_coeff, [0, 0, -4, 0, 16, 0, -128],
                   rtol=1e-9, atol=1e-11)

# Physical origin of the second-order terms.
antibonding = np.linalg.eigh(hop)[1][:, -1]
assert abs(antibonding @ hop @ antibonding
           - determinant @ hop @ determinant - 4) < 1e-11
assert abs(abs(antibonding @ double @ determinant) - 0.5) < 1e-11
single = np.column_stack([pair(0, 2), pair(1, 3), A, B])
effective = -single.T @ hop @ double @ hop @ single
assert np.allclose(np.linalg.eigvalsh(effective), [-4, 0, 0, 0])

# Convergence on one side of U = 4t and divergence on the other.
weak_3 = perturbation_terms(hop, 3 * double, determinant, 40)
strong_3 = perturbation_terms(3 * double, hop, covalent, 40)
weak_12 = perturbation_terms(hop, 12 * double, determinant, 40)
strong_12 = perturbation_terms(12 * double, hop, covalent, 40)
assert abs(weak_3.sum() - ground(1, 3)[0]) < 1e-6
assert abs(strong_12.sum() - ground(1, 12)[0]) < 1e-10
assert abs(strong_3[40]) > 10 * abs(strong_3[20]) > 1
assert abs(weak_12[40]) > 10 * abs(weak_12[20]) > 1

# Worked example.
t = 1.0
to_kj_mol = constants.e * constants.N_A / 1000
print(f"hopping t = {t:.1f} eV")
print("weak coefficients of U^0, U^1, U^2, U^4 at t = 1 eV (energies in eV):")
print("  " + ", ".join(f"{weak_coeff[k]:.7f}" for k in (0, 1, 2, 4)))
print("strong coefficients of t^2/U, t^4/U^3, t^6/U^5 (no unit):")
print("  " + ", ".join(f"{strong_coeff[k]:.3f}" for k in (2, 4, 6)))
for U in (1.0, 3.0, 12.0):
    E, state = ground(t, U)
    E_det = determinant @ hamiltonian(t, U) @ determinant
    weak2 = -2 * t + U / 2 - U**2 / (16 * t)
    weak4 = weak2 + U**4 / (1024 * t**3)
    strong1 = -4 * t**2 / U
    strong2 = strong1 + 16 * t**4 / U**3
    print(f"U = {U:.1f} eV: root R = {np.sqrt(U**2 + 16*t**2):.6f} eV")
    print(f"  diagonalized energy E = {E:.6f} eV")
    print(f"  E converted = {E * to_kj_mol:.2f} kJ/mol")
    print(f"  singlet-triplet gap = {-E:.6f} eV")
    print(f"  weak sum through U^2 = {weak2:.6f} eV")
    print(f"  its error, E minus sum = {E - weak2:.6f} eV")
    print(f"  weak sum through U^4 = {weak4:.6f} eV")
    print(f"  strong sum, one term = {strong1:.6f} eV")
    print(f"  its error, E minus sum = {E - strong1:.6f} eV")
    print(f"  strong sum, two terms = {strong2:.6f} eV")
    print(f"  ionic weight = {(ionic @ state)**2:.6f} (no unit)")
    print(f"  determinant energy = {E_det:.6f} eV")
    print(f"  correlation energy = {E - E_det:.6f} eV")
print("partial sums at U = 3 eV, weak / strong, in eV:")
for order in (4, 8, 20, 40):
    print(f"  order {order}: {weak_3[:order + 1].sum():.6f} / "
          f"{strong_3[:order + 1].sum():.6f}")

print("done: every assertion held")
```

Output:

```
hopping t = 1.0 eV
weak coefficients of U^0, U^1, U^2, U^4 at t = 1 eV (energies in eV):
  -2.0000000, 0.5000000, -0.0625000, 0.0009766
strong coefficients of t^2/U, t^4/U^3, t^6/U^5 (no unit):
  -4.000, 16.000, -128.000
U = 1.0 eV: root R = 4.123106 eV
  diagonalized energy E = -1.561553 eV
  E converted = -150.67 kJ/mol
  singlet-triplet gap = 1.561553 eV
  weak sum through U^2 = -1.562500 eV
  its error, E minus sum = 0.000947 eV
  weak sum through U^4 = -1.561523 eV
  strong sum, one term = -4.000000 eV
  its error, E minus sum = 2.438447 eV
  strong sum, two terms = 12.000000 eV
  ionic weight = 0.378732 (no unit)
  determinant energy = -1.500000 eV
  correlation energy = -0.061553 eV
U = 3.0 eV: root R = 5.000000 eV
  diagonalized energy E = -1.000000 eV
  E converted = -96.49 kJ/mol
  singlet-triplet gap = 1.000000 eV
  weak sum through U^2 = -1.062500 eV
  its error, E minus sum = 0.062500 eV
  weak sum through U^4 = -0.983398 eV
  strong sum, one term = -1.333333 eV
  its error, E minus sum = 0.333333 eV
  strong sum, two terms = -0.740741 eV
  ionic weight = 0.200000 (no unit)
  determinant energy = -0.500000 eV
  correlation energy = -0.500000 eV
U = 12.0 eV: root R = 12.649111 eV
  diagonalized energy E = -0.324555 eV
  E converted = -31.31 kJ/mol
  singlet-triplet gap = 0.324555 eV
  weak sum through U^2 = -5.000000 eV
  its error, E minus sum = 4.675445 eV
  weak sum through U^4 = 15.250000 eV
  strong sum, one term = -0.333333 eV
  its error, E minus sum = 0.008778 eV
  strong sum, two terms = -0.324074 eV
  ionic weight = 0.025658 (no unit)
  determinant energy = 4.000000 eV
  correlation energy = -4.324555 eV
partial sums at U = 3 eV, weak / strong, in eV:
  order 4: -0.983398 / -0.740741
  order 8: -0.997824 / -0.682213
  order 20: -0.999981 / 1.647099
  order 40: -1.000000 / 297.339839
done: every assertion held
```
